# How averaging energy and free energy reduces smearing error in metals, part 3

Fermi-Dirac smearing of width $\tau = kT$ gives a metal's energy $E$, free energy $F = E-\tau S$ and Gillan's average $A = \tfrac12(E+F)$, an estimate of the ground-state energy $E_0$. So far the levels were fixed, with density of states $D(\varepsilon)$, spin included. Notation: $y = (\varepsilon-\mu)/\tau$, $f = 1/(e^{y}+1)$, $w = -df/dy$, $L = \ln(1+e^{-y})$, $s = -f\ln f-(1-f)\ln(1-f)$, $N = \int Df\,d\varepsilon$, $S = \int Ds\,d\varepsilon$ (units of $k$), $N_0(\varepsilon) = \int^\varepsilon D$, $\mu = \varepsilon_F+\delta$, with $\varepsilon_F$ the Fermi energy. Also $F = \mu N+\Omega$, $\Omega = -\tau\int DL\,d\varepsilon = -\int N_0f\,d\varepsilon$.

For $H$ vanishing below the spectrum and $K = \int^{\varepsilon}H$,

$$\int Hf\,d\varepsilon = \int_{-\infty}^{\infty}K(\mu+\tau y)\,w(y)\,dy. \tag{1}$$

$$\int Hf\,d\varepsilon = \int^{\mu}H\,d\varepsilon + c_1\tau^2H'(\mu)+c_2\tau^4H'''(\mu)+c_3\tau^6H^{(5)}(\mu)+\dots \tag{2}$$

The second is asymptotic and needs $K$ smooth near $\mu$. Here $c_n = 2\eta(2n)$, $\eta(p) = \sum_{j\ge1}(-1)^{j+1}/j^p$, $c_1 = \pi^2/6$, $a = c_1\tau^2$.

With $D>0$ and its derivatives taken at $\varepsilon_F$, $F = E_0+F_2\tau^2+F_4\tau^4+F_6\tau^6+\dots$,

$$F_2 = -\frac{\pi^2}{6}D,\qquad F_4 = \frac{\pi^4}{360}\left(\frac{5D'^2}{D}-7D''\right), \tag{8}$$

$$\frac{dF}{d\tau} = -S \tag{10}$$

$$F:\ F_n\tau^n,\qquad E:\ (1-n)F_n\tau^n,\qquad A:\ \left(1-\tfrac n2\right)F_n\tau^n. \tag{11}$$

Thus $A-E_0 = -F_4\tau^4$ at leading order. The Sommerfeld coefficient is $\gamma = \pi^2k^2D/3$, and $S = 2c_1\tau D(\mu)+4c_2\tau^3D''(\mu)+\dots$

A chain means one orbital per site, $\varepsilon(k) = -2t\cos k$, $-\pi<k\le\pi$, two spins, counted per site, so $D = 2/(\pi\sqrt{4t^2-\varepsilon^2})$; sums use $N_k$ equally spaced $k$ points. A program checks the results. Its closing listing also covers earlier examples: a free-electron gas (density parameter $r_s = 5$ bohr, energies per electron) and a chain with $n = 0.6$ electrons per site. There "avg" is $A$, and entropy moment $2n$ is $\int y^{2n}s\,dy/(2n)!$.

Q: In a density-functional calculation the levels are not fixed. They respond to the occupations. Doesn't that spoil both $\gamma$ and the cancellation?

A: It spoils neither when the mean-field potential depends smoothly on the electron density, as in the local-density approximation. Let the energy $E[\{\psi_i\},\{f_i\}]$ be a mean-field functional of orbitals and occupations with no explicit dependence on temperature, and let $F = E-\tau\sum_is(f_i)$, the Mermin form, be made stationary in the normalised orbitals and in the occupations at fixed $\sum f_i = N$. Note that $E$ is now the total energy and not the sum of eigenvalues. Stationarity in $f_i$ reads $\partial E/\partial f_i-\tau\,ds/df_i = \mu$. Here $\partial E/\partial f_i = \varepsilon_i$ is the self-consistent eigenvalue (Janak's theorem: the orbitals are stationary, so only the explicit dependence on $f_i$ counts, and it is the expectation value of the mean-field Hamiltonian), and $ds/df = \ln[(1-f)/f]$. Solving $\ln[(1-f_i)/f_i] = (\varepsilon_i-\mu)/\tau$ returns the Fermi function. When $\tau$ changes, the changes of orbitals and occupations do not alter $F$ at first order, since $F$ is stationary with respect to all changes that respect the constraints. Only the explicit $\tau$ remains, and (10) holds again, and with it (11).

What remains is the form of $S(\tau)$. It is still $2c_1\tau D_\tau(\mu)+4c_2\tau^3D_\tau''(\mu)+\dots$, now with the self-consistent density of states $D_\tau$. In a fixed potential the electron density at each point is an integral of the type (2), so it changes at order $\tau^2$. If the potential is a smooth functional of this density and the self-consistent state is stable, the levels shift at order $\tau^2$ as well. (Unscreened Hartree-Fock exchange in a metal is excluded by this condition: it makes the band velocity diverge logarithmically at the Fermi level, so that $D$ vanishes there and $S$ is not linear in $\tau$, although (10) still holds.) So $D_\tau(\mu) = D+O(\tau^2)$, with $D$ the self-consistent value at $\tau = 0$, and $S = S_1\tau+S_3\tau^3+\dots$ with $S_1 = 2c_1D$. Integrating (10) gives $F = E_0-\tfrac12S_1\tau^2-\tfrac14S_3\tau^4$, and $A = F+\tfrac12\tau S = E_0+\tfrac14S_3\tau^4$. The coefficient $\gamma$ keeps its form, the error stays quartic, and $F_4 = -S_3/4$ acquires a contribution from the level shifts. An exchange-correlation functional with explicit temperature dependence adds a term to $dF/d\tau$ and lies outside this argument, as does any effect beyond mean field.

Q: That is an argument by orders of magnitude. Can the change in $F_4$ be computed in some case and checked?

A: Take two bands $a$ and $b$ with occupations $n_a+n_b = N$ and an interaction energy $\tfrac12Un_a^2$, which shifts the levels of band $a$ by $Un_a$. Minimise $F$ over the occupations in two stages, first within each band at given $n_a$, then over $n_a$. The first stage gives the fixed-band free energies, so that

$$F = \min_{n_a}\left[F_a(n_a)+F_b(N-n_a)+\tfrac12Un_a^2\right],\qquad F_i(n) = E_i(n)-aD_i(n)+F_{4i}\tau^4+\dots$$

Here $D_i(n)$ is the density of states of band $i$ at its own Fermi level $\varepsilon_i(n)$. Adding $dn$ electrons costs $\varepsilon_i\,dn$ and raises the level by $dn/D_i$, so $dE_i/dn = \varepsilon_i$, $d^2E_i/dn^2 = 1/D_i$ and $dD_i/dn = D_i'/D_i\equiv x_i$. Put $n_a = n_a^0+\eta$, where $n_a^0$ is the zero-temperature value, fixed by $\varepsilon_a+Un_a^0 = \varepsilon_b$. That condition removes the $\tau$-independent term linear in $\eta$, and since band $b$ loses what band $a$ gains,

$$F = E_0-a(D_a+D_b)+(F_{4a}+F_{4b})\tau^4+\tfrac12K\eta^2-a(x_a-x_b)\eta+\dots,$$

with $K = 1/D_a+1/D_b+U$. Stability requires $K>0$. The minimum is at $\eta = a(x_a-x_b)/K$, of order $\tau^2$ as claimed, and the last two terms there equal $-a^2(x_a-x_b)^2/(2K)$. Therefore $F_2 = -c_1(D_a+D_b)$, with no $U$ in it except through $n_a^0$, and

$$F_4 = F_{4a}+F_{4b}-\frac{\pi^4}{72}\,\frac{(x_a-x_b)^2}{K}. \tag{13}$$

At $U = 0$ this must reduce to (8) for the total $D = D_a+D_b$. The $D''$ terms add directly. The slope terms are $\pi^4/72$ times $D_ax_a^2+D_bx_b^2-(x_a-x_b)^2D_aD_b/D$. Over the common denominator $D$ the numerator is $D_a^2x_a^2+D_b^2x_b^2+D_aD_b(x_a^2+x_b^2)-D_aD_b(x_a^2-2x_ax_b+x_b^2) = (D_ax_a+D_bx_b)^2 = D'^2$, as required. A repulsive $U$ resists the thermal transfer of charge and weakens the last term of (13), and as $K\to0$, at an instability, the term diverges if $x_a\ne x_b$, and the expansion then fails.

For the test both bands are chains with the same $t$, band $b$ is offset by $-1.0\,t$, $U = 4\,t$ and $N = 2$. The zero-temperature solution has $n_a = 0.479503$ and $E_0 = -2.802386\,t$. Because $n_b = 2-n_a$, the two Fermi points are mirror images within their bands: $D_a = D_b = 0.465381/t$ and $D_a' = -D_b' = -0.362845/t^2$. Then $x_a-x_b = -2\times0.362845/(0.465381\,t) = -1.55935/t$ and $K = (4.29756+4)\,t = 8.29756\,t$. The last term of (13) is $-1.352904\times2.43156/(8.29756\,t^3) = -0.3965/t^3$, whereas bands frozen at their zero-temperature positions would have $K = 4.29756\,t$ and $-0.7655/t^3$. The two predictions for $F_4$ are $-3.7881/t^3$ and $-4.1571/t^3$, differing by that $0.3690/t^3$. Self-consistent sums over 4000 points were made at $\tau = 0.01\,t$ and $0.02\,t$. If $G(\tau) = (A-E_0)/\tau^4 = G_0+G_1\tau^2+\dots$, the combination $[4G(0.01\,t)-G(0.02\,t)]/3$ removes $G_1$, and it gives $F_4 = -3.7867/t^3$. This is $0.04\%$ from (13) and $9\%$ from the frozen-band value. The same combination for $(F-E_0)/\tau^2$ gives $F_2 = -1.531036/t$ against the formula's $-1.531040/t$. The program asserts these agreements, the disagreement with frozen bands, and (10) for this model.

Q: Suppose $D$ is constant, so that every coefficient beyond $F_2$ vanishes. Is the average then exact?

A: Exact to all orders in $\tau$, but not exact, and this case displays the exponential terms that (2) omits. Let $D$ be constant for $\varepsilon>0$ and zero below, as in a two-dimensional electron gas, so $N = D\varepsilon_F$ and $E_0 = \tfrac12D\varepsilon_F^2$. Since $f = -\tau\,\partial L/\partial\varepsilon$, the number is $N = D\tau\ln(1+e^{\mu/\tau})$, so $e^{\mu/\tau} = e^{\varepsilon_F/\tau}-1$ and $\delta = \tau\ln(1-z)\approx-\tau z$ with $z = e^{-\varepsilon_F/\tau}$. For $\Omega = -\int N_0f$ the function $K$ of (1) is $\tfrac12D\varepsilon^2$ for $\varepsilon>0$ and zero below. Extend the parabola to the whole axis and subtract the added part. Over the whole axis the Taylor series ends and gives $\tfrac12D\mu^2+c_1D\tau^2$ exactly. In the added part $y$ is large and negative, $w\approx e^{y}$, and

$$\int_{-\infty}^0\tfrac12D\varepsilon^2e^{(\varepsilon-\mu)/\tau}\frac{d\varepsilon}{\tau} = \tfrac12D\,e^{-\mu/\tau}\cdot2\tau^2\approx D\tau^2z .$$

So $F = \mu D\varepsilon_F-\tfrac12D\mu^2-c_1D\tau^2+D\tau^2z$. The first two terms equal $E_0-\tfrac12D\delta^2$, and $\delta^2$ is of order $z^2$. To first order in $z$ the extra term in $F$ is $q = D\tau^2e^{-\varepsilon_F/\tau}$, with $\tau\,dq/d\tau = (2+\varepsilon_F/\tau)\,q$, and $A = F-\tfrac12\tau F'$ gives

$$A-E_0 = q-\left(1+\frac{\varepsilon_F}{2\tau}\right)q = -\tfrac12D\tau\varepsilon_F\,e^{-\varepsilon_F/\tau}.$$

At $\tau = 0.1\,\varepsilon_F$ this is $-0.05\,e^{-10} = -2.27000\times10^{-6}$ in units of $D\varepsilon_F^2$, and quadrature of the definitions gives $-2.27005\times10^{-6}$, an agreement the program asserts.

Q: You divided by $D$. What if the density of states vanishes at the Fermi level?

A: Then $\gamma = 0$, there is no quadratic term to cancel, and the weight $\tfrac12$ has no special standing. Take a Dirac point, $D = c|\varepsilon|$ for $|\varepsilon|<W$, half filled, with $c$ now a constant of the model. Because $D$ is even and $f(-y) = 1-f(y)$, the choice $\mu = 0$ gives half filling at every $\tau$, and $F = \Omega$. The kink in $|\varepsilon|$ forbids the Taylor expansion, so the integral is done directly. For $\varepsilon<0$, $L = \ln(1+e^{|\varepsilon|/\tau}) = |\varepsilon|/\tau+\ln(1+e^{-|\varepsilon|/\tau})$. The first piece contributes $-\int_0^Wc\,\varepsilon^2d\varepsilon = -cW^3/3 = E_0$. The second piece is equal to the contribution of positive energies. For $W\gg\tau$ the upper limit may be sent to infinity, and with $\ln(1+e^{-y}) = \sum_j(-1)^{j+1}e^{-jy}/j$ and $\int_0^\infty ye^{-jy}dy = 1/j^2$,

$$F-E_0 = -2c\tau^3\int_0^\infty y\ln(1+e^{-y})\,dy = -2c\tau^3\eta(3) = -\tfrac32\zeta(3)\,c\tau^3,$$

using $\eta(3) = \tfrac34\zeta(3)$. The factor in (11) for $n = 3$ is $-\tfrac12$, so $A-E_0 = +\tfrac34\zeta(3)\,c\tau^3$. For $c = 1$, $W = 2$ and $\tau = 0.05$ quadrature gives $F-E_0 = -2.253857\times10^{-4}$ and $A-E_0 = 1.126928\times10^{-4}$, and the program asserts both laws. The average is cubic in $\tau$ here and gains only a factor of two over $F$. If $D$ is small but not zero, the quartic law returns, but only for $\tau$ well below the distance to the kink, and the term $5D'^2/D$ in (8) is then large.

In an insulator with gap $E_g\gg\tau$ the same splitting of $L$, with $\ln(1+x)\approx x$, gives $\Omega = E_0-\mu N-\tau(n_e+n_h)$, where $n_e$ and $n_h$ are the numbers of excited electrons and holes. Fixed $N$ makes them equal, their product is proportional to $e^{-E_g/\tau}$, and so $F-E_0 = -B\tau^pe^{-E_g/2\tau}$, with $B>0$ and a power $p$ set by the shape of the band edges. The operation $F-\tfrac12\tau F'$ multiplies this by $1-p/2-E_g/(4\tau)$. The average then has the larger error of the two by a factor near $E_g/4\tau$, although both are exponentially small. This case is derived here and not run in the program.

Q: One last doubt. If the average is the better energy for a metal, should forces be taken as its derivatives?

A: Not with the usual force formula, which belongs to $F$. When an atom moves, orbitals and occupations change, and these changes drop out of $dF/dR$ because $F$ is stationary in them, which, in a basis that does not move with the atoms, such as plane waves, leaves only the explicit derivative of the Hamiltonian, the Hellmann-Feynman force. With atom-centred basis functions the Pulay terms must be added to it, and the sum is again $-dF/dR$. The average $A = E-\tfrac12\tau S$ is not stationary in the occupations. Its derivative at the Fermi-Dirac solution is $\partial A/\partial f_i = \varepsilon_i-\tfrac12(\varepsilon_i-\mu) = \tfrac12(\varepsilon_i+\mu)$, which depends on the state $i$, so moving occupation from one state to another at fixed $N$ changes $A$ at first order. The computed force is therefore $-dF/dR$, and by (8) it differs from the ground-state force $-dE_0/dR$ by $+c_1\tau^2\,dD/dR$ at leading order. It remains second order in the width even when the energy has been corrected to fourth order, and the derivative of $A$ requires in addition the response term $\tfrac12\tau\,dS/dR$.

## Computed results

```
c1 = 1.64493407, entropy moment 0 = 3.28986813 (dimensionless)
c2 = 1.89406566, entropy moment 2 = 7.57626264 (dimensionless)
c3 = 1.97110218, entropy moment 4 = 11.82661310 (dimensionless)
gas: rs = 5.0 bohr, kF = 0.383832 1/bohr, eF = 2.004482 eV, E0 = 1.202689 eV
gas: D = 0.748323 /eV, D' = 0.186662 /eV^2, D'' = -0.046561 /eV^3
gas: D''' = 0.034843 /eV^4, D'''' = -0.043456 /eV^5
gas: gamma = 1.82816e-08 eV/K^2 = 1.7639 mJ/(mol K^2)
gas: F2 = -1.230942 /eV, F4 = 0.151183 /eV^3, F6 = 0.121331 /eV^5
tau = 0.05 eV: T = 580.2 K, tau/eF = 0.02494, S = 0.123018 k
  mu-eF = -1.02673 meV, leading -1.02578 meV
  E-E0 = 3.07451, F-E0 = -3.07641, gamma T^2/2 = 3.07735 meV
  avg-E0 = -0.000949, -F4 tau^4 = -0.000945, -2F6 tau^6 = -0.000004 meV
tau = 0.1 eV: T = 1160.5 K, tau/eF = 0.04989, S = 0.245576 k
  mu-eF = -4.11856 meV, leading -4.10314 meV
  E-E0 = 12.26342, F-E0 = -12.29417, gamma T^2/2 = 12.30942 meV
  avg-E0 = -0.015375, -F4 tau^4 = -0.015118, -2F6 tau^6 = -0.000243 meV
tau = 0.2 eV: T = 2320.9 K, tau/eF = 0.09978, S = 0.487239 k
  mu-eF = -16.67881 meV, leading -16.41256 meV
  E-E0 = 48.46137, F-E0 = -48.98639, gamma T^2/2 = 49.23767 meV
  avg-E0 = -0.262512, -F4 tau^4 = -0.241893, -2F6 tau^6 = -0.015530 meV
tau = 0.3 eV: T = 3481.4 K, tau/eF = 0.14966, S = 0.719803 k
  mu-eF = -38.43844 meV, leading -36.92825 meV
  E-E0 = 106.50140, F-E0 = -109.43937, gamma T^2/2 = 110.78476 meV
  avg-E0 = -1.468986, -F4 tau^4 = -1.224582, -2F6 tau^6 = -0.176901 meV
gas: exponents between 0.05 and 0.1 eV: F 1.9987, average 4.0185
gas: dF/dtau at 0.2 eV = -0.4872388 (dimensionless, equals -S/k)
gas: 1 meV error at tau = 0.0285 (E), 0.0285 (F), 0.2741 (average) eV
chain: n = 0.6, eF = -1.175571 t, E0 = -1.03007243 t, D = 0.393453 /t
chain: D' = -0.176671 /t^2, D'' = 0.388277 /t^3
chain: F2 = -0.647204 /t, F4 = -0.628095 /t^3, F6 = -8.2694 /t^5
chain tau = 0.02 t, Nk = 4000: E-E0 = 2.591857e-04, F-E0 = -2.589825e-04 t
  avg-E0 = 1.01579e-07 t, quartic 1.00495e-07 t, with sixth 1.01554e-07 t
chain tau = 0.1 t: converged avg-E0 = 8.7522e-05 t
  Nk = 20: mesh error of average = 2.088e-03 t
  Nk = 40: mesh error of average = 3.552e-05 t
  Nk = 80: mesh error of average = 6.122e-09 t
  Nk = 160: mesh error of average = -3.775e-15 t
coarse mesh Nk = 20: E0(mesh)-E0 = 8.48597e-03 t
  tau = 0.005 t: avg-E0(mesh) = -3.465736e-04 t, linear law -3.465736e-04 t
  tau = 0.01 t: avg-E0(mesh) = -6.931472e-04 t, linear law -6.931472e-04 t
two-band: U = 4.0 t, Delta = -1.0 t, N = 2.0, na = 0.479503, E0 = -2.802386 t
two-band: Da = 0.465381, Db = 0.465381 /t, Da' = -0.362845, Db' = 0.362845 /t^2
two-band: K = 8.297559 t, F2 sum -1.531036, formula -1.531040 /t
two-band: F4 sum -3.7867, formula -3.7881, frozen bands -4.1571 /t^3
flat D, tau = 0.1 eF: avg-E0 = -2.27005e-06, edge law -2.27000e-06 (D eF^2)
Dirac, c = 1, W = 2.0, tau = 0.05: F-E0 = -2.253857e-04, avg-E0 = 1.126928e-04 (model unit)
Dirac laws: -1.5 zeta3 tau^3 = -2.253857e-04, 0.75 zeta3 tau^3 = 1.126928e-04
```
